Curvature-induced spin-orbit splitting in carbon nanotubes, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the flat sheet to the bent bond

### Definitions and conventions

A tube has radius R and diameter d = 2R. At each atom the unit vectors r, c and z point radially outward, around the circumference and along the axis, with r × c = z. An atom carries four orbitals: s, p_r, p_c and p_z. The radial one is called π. The other three are called σ, since on a flat sheet they are even under reflection in the sheet while π is odd.

The 2p energy is the zero of energy, and ε_s = E_2s − E_2p is negative. Orbitals on different atoms are taken as orthogonal, and hopping joins nearest neighbours only. Let û be the unit vector from atom 1 to atom 2, and let u and v be the directions of the positive lobes of p orbitals on atoms 1 and 2. The hopping elements are

⟨s|H|s⟩ = V_ss
⟨s|H|v⟩ = V_sp (v·û)
⟨u|H|s⟩ = −V_sp (u·û)
⟨u|H|v⟩ = V_π (u·v) + W (u·û)(v·û), W = V_σ − V_π.

With these lobe directions V_sp and V_σ are positive and V_π is negative. Two p orbitals along the bond give V_σ, and two parallel ones across it give V_π.

The spin-orbit energy of an electron in a spherical atomic potential energy U(ρ), with ρ the distance from the nucleus, is (1/2m²c²)(1/ρ)(dU/dρ) L·S, where this c is the speed of light. Averaged over the 2p radial function it becomes

H_so = (λ/ħ²) L·S, λ = (ħ²/2m²c²) ⟨(1/ρ) dU/dρ⟩.

Thus λ is an energy, the atomic strength. Spin-orbit elements between different atoms are neglected.

The three bonds from an A atom to its B neighbours, in unrolled coordinates (circumference, axis), are

δ_j = a (cos α_j, sin α_j), α_j = α + 2πj/3, j = 0, 1, 2,

with bond length a. The tube (n,m), 0 ≤ m ≤ n, has circumference vector C = n a₁ + m a₂. In axes whose first direction is along bond 0, a₁ = a(3/2, √3/2) and a₂ = a(3/2, −√3/2). Therefore

πd = |C| = √3 a √(n² + nm + m²).

The chiral angle θ is measured from a₁ towards a₂, so tan θ = √3 m/(2n + m). Since a₁ lies 30° from bond 0, C lies at 30° − θ. Seen from C, bond 0 lies at α = θ − 30°, and

sin 3α = sin(3θ − 90°) = −cos 3θ.

A zigzag tube has θ = 0, and an armchair tube has θ = 30°.

### Bloch states on a cylinder

In the local frames, the hopping matrix of a bond depends on δ_j alone, not on where the atom sits. This is the screw symmetry of the tube. States can therefore carry the phase exp(ik·ρ), where ρ is now the unrolled position and k = (k_c, k_z). Returning to the start after one turn requires k_c·2πR = 2πl, with l an integer. The block of the Hamiltonian from B to A is

H_AB(k) = Σ_j exp(ik·δ_j) T(δ_j),

where T(δ_j) has A orbitals as rows and B orbitals as columns.

The Dirac points, labelled by the valley index τ = ±1, are

K_τ = τ [4π/(3√3 a)] (−sin α, cos α).

This vector is perpendicular to bond 0, and K_τ·δ_j = τ[4π/(3√3)] sin(2πj/3). For j = 1 the value is 2πτ/3, and for j = 2 it is −2πτ/3. With ω = exp(2πi/3),

exp(iK_τ·δ_j) = ω^(τj).

The three phases add to zero, so flat π–π hopping vanishes there, and the π level sits at E = 0. From K_τ·a₁ = 2πτ/3 and K_τ·a₂ = −2πτ/3 one has K_τ·C = 2πτ(n − m)/3. The circumferential component thus obeys K_c R = τ(n − m)/3.

### The simplest case: spin-orbit coupling on a flat sheet

A rotation about z by a small angle β turns p_r into p_r + β p_c. The same rotation is 1 − iβL_z/ħ. Comparing the two, and doing the same for p_c, gives

L_z|p_r⟩ = iħ|p_c⟩, L_z|p_c⟩ = −iħ|p_r⟩, L_z|p_z⟩ = 0.

Cyclic exchange of r, c, z gives L_r and L_c. In particular L_r|p_r⟩ = 0 and L_c|p_r⟩ = −iħ|p_z⟩. No component of L has a π–π element.

Take the spin axis along z, and let s = ±1 label S_z = sħ/2. Then

L·S = L_z S_z + (L₋S₊ + L₊S₋)/2.

In the local frame at azimuth φ, L₊ = exp(iφ)(L_r + iL_c). A spin flip from up to down therefore changes l to l + 1, and the reverse flip lowers l by one. For the semiconducting tubes treated below, the nearest levels coupled in this way near a band edge are separated by about ħv/(3R), where v is the Dirac velocity. Without degeneracy, an off-diagonal coupling of order λ shifts energies only from second order in λ.

The size can be estimated. Once bending is included, the flip element between π subbands is of order λa/R. Its shift is about (λa/R)²/(ħv/R), which is λa/(ħv) relative to the first-order scale λa/R. Flips through σ levels bring a relative factor of order λ divided by a σ energy. Spin flips are dropped from here on, leaving

H_s = H_hop + (λs/2) L_z/ħ.

On a flat sheet H_hop does not mix π with σ. Changing the sign of every π orbital leaves H_hop unchanged and reverses the sign of L_z, so the spectra for s = +1 and s = −1 coincide for any λ. The L_z term alone cannot split the spins of a flat sheet.

The same sign change is useful on a tube. The elements between p_r and the σ orbitals turn out to be odd in 1/R, while the others are even. Reversing the sign of π is then equivalent to reversing 1/R and s together. At fixed k, the part of an energy that is odd in s must be odd in 1/R. It can begin at order λ/R, and bending supplies that term.

### One bent bond

Let the neighbour sit at unrolled displacement (x, y), so that its azimuth is φ = x/R. In the basis (r, c, z) of atom 1,

r₁ = (1, 0, 0), c₁ = (0, 1, 0), r₂ = (cos φ, sin φ, 0),

and the vector between the atoms is

D = (R cos φ − R, R sin φ, y) ≈ (−x²/2R, x, y).

Its length differs from a only at relative order (a/R)². To first order in 1/R,

c₁·û = x/a, z·û = y/a, c₁·r₂ = sin φ ≈ x/R, z·r₂ = 0.

The projection of the second radial vector needs both components of D:

r₂·D = R cos φ (cos φ − 1) + R sin²φ = R(1 − cos φ) ≈ x²/(2R),

so r₂·û = x²/(2Ra). The hopping rules now give, for σ on atom 1 and π on atom 2,

⟨s|H|π⟩ = V_sp x²/(2Ra)
⟨p_c|H|π⟩ = V_π x/R + W x³/(2Ra²)
⟨p_z|H|π⟩ = W x²y/(2Ra²).

In the second line the first term comes from the tilt between the orbitals. The second comes from the bond no longer being perpendicular to r₂.

Two limits test these formulas. For a bond along the axis, x = 0 and all three elements vanish, as they must, because the two radial orbitals are parallel and perpendicular to the bond. For a bond along the circumference, x = a and y = 0, so the p_c element is

(a/R)(V_π + W/2) = a(V_σ + V_π)/(2R).

Directly, each local frame is turned by a/(2R) from the symmetric frame of the chord. The vector c₁ leans outward from the chord by a/2R, and r₂ leans forward along it by a/2R. Along the chord and its outward normal, p_c on atom 1 thus has components (1, a/2R) and π on atom 2 has components (a/2R, 1). Their hopping is V_σ a/2R + V_π a/2R, in agreement.

For σ on B and π on A, the displacement is reversed. The s element is even in (x, y) and keeps its sign, while the p_c and p_z elements are odd and change theirs.

### Summing three bonds at K

Work first in valley τ = +1. For an integer q,

Σ_j ω^j exp(iqα_j) = 3 exp(iqα) if q + 1 is divisible by 3, and 0 otherwise.

Thus q = −1 and q = 2 survive, while q = −3, −2, 0, 1 and 3 do not. For elements from A to B the phases are conjugated, and q = 1 and q = −2 survive instead.

The p orbitals in the surface are best combined as

|p±⟩ = (|p_c⟩ ± i|p_z⟩)/√2.

For a bond at angle α_j, the ket p± has projection exp(±iα_j)/√2 on û, and the bra has the conjugate. The sums for the flat σ hopping are as follows.

The s–s sum has q = 0 and vanishes. With s on A as the bra and p± on B as the ket, the harmonics are q = ±1, so p₋ alone survives, with

U = ⟨s_A|H|p₋B⟩ = (3V_sp/√2) exp(−iα).

With p± on A as the bra and s on B as the ket, the harmonics are q = ∓1, and the minus sign of the hopping rule gives ⟨p₊A|H|s_B⟩ = −U. In the p–p elements the V_π(u·v) part has no angle dependence and cancels. The W part has q = 2 for p₋ on A and p₊ on B:

w = ⟨p₋A|H|p₊B⟩ = (3W/2) exp(2iα).

The other p–p pairs have q = 0 or q = −2 and vanish.

The six σ states therefore fall into three independent pairs, with matrices

{s_A, p₋B}: [[ε_s, U], [U*, 0]]
{p₊A, s_B}: [[0, −U], [−U*, ε_s]]
{p₋A, p₊B}: [[0, w], [w*, 0]].

Their levels are ε_s/2 ± √(ε_s²/4 + 9V_sp²/2), each twice, and ±3W/2. None lies at E = 0 when V_sp and W are nonzero, which allows σ to be eliminated there.

The elimination uses G = −H_σσ⁻¹. Inverting each 2×2 matrix gives the elements

G(p₊A, p₊A) = G(p₋B, p₋B) = ε_s/|U|² = 2ε_s/(9V_sp²)
G(p₊A, s_B) = 1/U* = √2 exp(−iα)/(3V_sp)
G(p₋B, s_A) = −1/U = −√2 exp(iα)/(3V_sp)
G(p₋A, p₊B) = −1/w* = −[2/(3W)] exp(2iα).

The diagonal elements of G for p₋A and p₊B are zero.
As a check on signs, the second pair has determinant −|U|², and its inverse is −[[ε_s, U], [U*, 0]]/|U|². The leading minus sign cancels that in G.

### Summing the bent bonds

The same rule applies to the σ–π hops. With x = a cos α_j,

x² = (a²/4)(2 + e^(2iα_j) + e^(−2iα_j)) → (3a²/4) e^(2iα)
x = (a/2)(e^(iα_j) + e^(−iα_j)) → (3a/2) e^(−iα),

where the arrow denotes the sum with phases ω^j. For the cubic terms, the bra of p± needs x²(x ∓ iy) = a³ cos²α_j e^(∓iα_j):

x²(x − iy) = (a³/4)(2e^(−iα_j) + e^(iα_j) + e^(−3iα_j)) → (3a³/2) e^(−iα)
x²(x + iy) = (a³/4)(2e^(iα_j) + e^(3iα_j) + e^(−iα_j)) → (3a³/4) e^(−iα).

Inserting these sums for p₊ gives the bracket (3a/2R)V_π + (3a/4R)W, and for p₋ it gives (3a/2R)V_π + (3a/8R)W. With W = V_σ − V_π and the factor 1/√2 of p±,

⟨s_A|H|π_B⟩ = [3aV_sp/(8R)] e^(2iα)
⟨p₊A|H|π_B⟩ = [3a/(4√2 R)] (V_σ + V_π) e^(−iα)
⟨p₋A|H|π_B⟩ = [3a/(8√2 R)] (V_σ + 3V_π) e^(−iα).

For π on A the surviving harmonics are q = 1 and −2. The p₊ and p₋ sums exchange their factors 3/2 and 3/4, and the reversed bond supplies a minus sign:

⟨s_B|H|π_A⟩ = [3aV_sp/(8R)] e^(−2iα)
⟨p₊B|H|π_A⟩ = −[3a/(8√2 R)] (V_σ + 3V_π) e^(iα)
⟨p₋B|H|π_A⟩ = −[3a/(4√2 R)] (V_σ + V_π) e^(iα).

All six are proportional to 1/R and vanish when the sheet is flattened.

## Part 2. The two spin terms and the band edges

### Symbols and results carried over

The tube has diameter d = 2R, bond length a, chiral angle θ and bond angle α, with sin 3α = −cos 3θ. The labels are τ = ±1 for the valley, s = ±1 for the spin along the axis, and A, B for the sublattice. The atomic strength is λ, the 2s energy measured from 2p is ε_s, the hoppings are V_sp, V_σ and V_π, and W = V_σ − V_π. The surface orbitals are p± = (p_c ± ip_z)/√2.

At K, for τ = +1, Part 1 gave the σ–π elements due to bending and the elements of G = −H_σσ⁻¹. These enter below. On each atom the spin-orbit term (λs/2)L_z/ħ takes π into i(λs/2)p_c. Since p_c = (p₊ + p₋)/√2,

⟨π|H_so|p±⟩ = −iλs/(2√2), ⟨p±|H_so|π⟩ = +iλs/(2√2).

### Eliminating the σ orbitals

Write ψ for the π amplitudes, χ for the σ amplitudes and M for the π–σ block. The Schrödinger equation is

H_ππψ + Mχ = Eψ, M†ψ + H_σσχ = Eχ.

The second equation gives χ = (E − H_σσ)⁻¹M†ψ. Inserted in the first, it yields

H_eff(E) = H_ππ + M(E − H_σσ)⁻¹M†.

Near the band edges of interest E is of order ħv/R, small compared with the σ energies. Setting E = 0 in the inverse makes a relative error of order a/R and turns the inverse into G.

The block M is the sum of a spin-orbit part, of order λ, and a bending part, of order a/R. The product of two spin-orbit parts contains s² = 1 and does not split the spins. The product of two bending parts contains no spin. The cross terms are linear in both λ and 1/R. This is why the splitting is proportional to λ/d: spin-orbit coupling takes π to σ on one atom, and bending brings the electron back to π.

### The diagonal term

Start at π_A. Spin-orbit coupling reaches p₋A or p₊A, G leads to the B sublattice, and bending leads back to π_A. The two routes contribute

G(p₋A, p₊B)⟨p₊B|H|π_A⟩ = [a/(4√2 R)] [(V_σ + 3V_π)/W] e^(3iα)
G(p₊A, s_B)⟨s_B|H|π_A⟩ = [a/(4√2 R)] e^(−3iα).

In the first line two minus signs cancel, and (2/3)(3/8) = 1/4. In the second, (√2/3)(3/8) = √2/8 = 1/(4√2). Call their sum X, and let g = (V_σ + 3V_π)/W. Adding the reverse order, which is the complex conjugate, gives

H_AA = −(iλs/2√2) X + c.c. = (λs/√2) Im X
Im X = [a/(4√2 R)] (g − 1) sin 3α
g − 1 = 4V_π/W.

Hence

H_AA = λs a V_π sin 3α/(2RW).

For π_B the corresponding routes are

G(p₊B, p₋A)⟨p₋A|H|π_B⟩ = −[a/(4√2 R)] g e^(−3iα)
G(p₋B, s_A)⟨s_A|H|π_B⟩ = −[a/(4√2 R)] e^(3iα).

Their imaginary part is again [a/(4√2 R)](g − 1) sin 3α, so H_BB = H_AA. The term shifts both sublattices together and moves conduction and valence states in the same direction. Using sin 3α = −cos 3θ, V_π = −|V_π| and 2R = d, it is sε_Z with

ε_Z = λa|V_π| cos 3θ/[d(V_σ + |V_π|)].

This is the Zeeman-like term. At a given diameter it is largest for zigzag tubes, and it vanishes for armchair tubes.

Bending and spin-orbit coupling together give a diagonal term sε_Z, proportional to λ/d, that moves the conduction and valence states in the same direction. What remains is the off-diagonal term between the sublattices, and then the splitting that the two terms produce at the band edges.
